\section*{MaxVol selection for linear interatomic potentials and its determinant growth}

\section{Two bond lengths and a straight line}

Let the energy of a diatomic molecule be modelled by a straight line, $E(t)=\theta_0+\theta_1t$, where $t$ is some function of the bond length. Two reference energies, at $t_1$ and $t_2$, fix the line. The prediction at a third point is
\begin{equation}
E(t)=c_1E(t_1)+c_2E(t_2),\qquad
c_1=\frac{t_2-t}{t_2-t_1},\quad c_2=\frac{t-t_1}{t_2-t_1}.
\end{equation}
Take $t_1=0$, $t_2=1$ and $t=3$. Then $c_1=-2$ and $c_2=3$: an error in the second reference energy reaches the prediction three times enlarged. The two reference points form the matrix
\begin{equation}
A=\begin{pmatrix}1&t_1\\1&t_2\end{pmatrix},\qquad \det A=t_2-t_1=1 .
\end{equation}
If the new point replaces the second one, the determinant becomes $t-t_1=3=c_2\det A$. If it replaces the first, the determinant becomes $t_2-t=-2=c_1\det A$. The coefficients that measure extrapolation also measure the change of determinant, and the better replacement is the one with the larger $|c_j|$.

\section{What goes wrong with sampling near equilibrium}

In precursor screening, geometries are cheap to generate and quantum-chemical energies are expensive. We want to choose which geometries deserve a calculation before any energy is known. Consider a potential that is linear in its parameters,
\begin{equation}
E(x)=\sum_{k=1}^{m}b_k(x)\theta_k=b(x)\theta,
\end{equation}
where $x$ is a whole configuration, $b(x)$ a row of $m$ features and $\theta$ a column of parameters. If the energy is a sum over atomic neighbourhoods, $b_k$ is the sum of the $k$th descriptor over the atoms. Each configuration supplies one row; forces are not used.

An active set of $m$ configurations has rows $a_1,\dots,a_m$, which form a matrix $A$. We assume $\det A\neq0$. With the active energies in a column $E_A$, interpolation gives $\theta=A^{-1}E_A$, and the prediction for a candidate with features $b$ is
\begin{equation}
b\theta=cE_A,\qquad c=bA^{-1},\qquad b=\sum_jc_ja_j. \label{expand}
\end{equation}
The extrapolation grade is $\gamma=\max_j|c_j|$.

A naive choice is to place the active set near equilibrium. For HCl, a common by-product of chloride precursors, take six features $1,t,\dots,t^5$ with $t=r_0/r-1$ and $r_0=0.130$ nm. The pool has 51 equally spaced bond lengths $r$ from 0.100 to 0.200 nm, and the first active set is 0.120, 0.124, 0.128, 0.132, 0.136 and 0.140 nm. At $r=0.200$ nm the coefficients are, in this order,
\begin{equation}
c=(-904,\;5607,\;-13873,\;17132,\;-10566,\;2606).
\end{equation}
The grade is 17132. The magnitudes sum to about 50\,688, so errors of 1 meV in the active energies, with the least favourable signs, shift this prediction by 50.7 eV.

Adding the candidate cures the leverage there, but a square active set must then lose a member. Discarding the oldest or the nearest one has no evident justification. The determinant supplies a criterion.

\section{The swap theorem}

Replace row $j$ of $A$ by $b$ and call the result $A'$. The determinant is linear in each row, so inserting \eqref{expand} into row $j$ gives
\begin{equation}
\det A'=\sum_kc_k\det(a_1,\dots,a_{j-1},a_k,a_{j+1},\dots,a_m).
\end{equation}
For $k\neq j$ the row $a_k$ occurs twice and the determinant vanishes. For $k=j$ it is $\det A$. Hence
\begin{equation}
\boxed{\det A'=c_j\det A,\qquad |\det A'|=|c_j|\,|\det A|.} \label{swap}
\end{equation}
The factor is the grade $\gamma$ if the replaced row is one with the largest $|c_j|$. This condition belongs to the theorem: another row gives the factor $|c_j|\le\gamma$, and $c_j=0$ makes the new set singular. In the HCl example, the candidate at 0.200 nm should replace 0.132 nm, with factor 17132; replacing 0.120 nm would give 904.

Geometrically, $|\det A|$ is the volume spanned by the active feature vectors. The volume can change when the features are replaced by independent linear combinations of themselves, but the grade cannot. For an invertible matrix $M$, the change $b\to bM$, $A\to AM$ gives
\begin{equation}
c\to bM(AM)^{-1}=bMM^{-1}A^{-1}=c,
\end{equation}
while every determinant is multiplied by the same $\det M$. Rescaling a descriptor therefore leaves the grades and the ranking of active sets unchanged.

\section{Making repeated swaps affordable}

Let $B$ hold the features of all $N$ pool configurations and let $C=BA^{-1}$. One solution of linear equations gives every grade. Solving afresh after each swap costs of order $Nm^2$ operations, and this can be avoided.

Suppose pool row $i$ replaces active row $j$. Since $b_i=\sum_kC_{ik}a_k$ and $C_{ij}\neq0$, the departing row is
\begin{equation}
a_j=\frac{1}{C_{ij}}\Bigl(b_i-\sum_{k\neq j}C_{ik}a_k\Bigr).
\end{equation}
Put this into the expansion of any pool row $p$:
\begin{align}
b_p&=C_{pj}a_j+\sum_{k\neq j}C_{pk}a_k\nonumber\\
&=\frac{C_{pj}}{C_{ij}}b_i+\sum_{k\neq j}
\left(C_{pk}-\frac{C_{pj}C_{ik}}{C_{ij}}\right)a_k .
\end{align}
The new coefficients can be read off. Both cases are contained in
\begin{equation}
C'_{pk}=C_{pk}-\frac{C_{pj}(C_{ik}-\delta_{jk})}{C_{ij}}, \label{update}
\end{equation}
because for $k=j$ the right side is $C_{pj}-C_{pj}+C_{pj}/C_{ij}$. The update costs of order $Nm$ operations.

The scheme also needs a nonsingular start. Choose the longest feature row, then repeatedly the row farthest from the span of those already chosen. Subtracting from each chosen row its projection on the earlier ones leaves the determinant unchanged and makes the rows orthogonal. If $R$ is the matrix of these residual rows, $RR^T$ is diagonal with entries $d_k^2$, so
\begin{equation}
|\det A|=|\det R|=\prod_{k=1}^{m}d_k, \label{distance}
\end{equation}
where $d_k$ is the distance found at step $k$. A zero distance means that the pool does not span the feature space. This happens, for instance, if separate counts of H and Cl atoms are features while every configuration is one HCl molecule: the two columns are equal. One of them must be removed or the pool widened.

With a threshold $\tau>1$, MaxVol is then:
\begin{enumerate}
\item Build $B$, choose a nonsingular active set, and solve $CA=B$.
\item Find the pair $(i,j)$ with the largest $|C_{ij}|$.
\item If $|C_{ij}|>\tau$, put configuration $i$ in active position $j$, update $C$ by \eqref{update}, and return to step 2.
\item Otherwise solve $CA=B$ afresh to remove accumulated rounding errors. Stop if the largest magnitude is still at most $\tau$, up to rounding; if not, return to step 2.
\item Compute reference energies for the active set and solve $A\theta=E_A$.
\end{enumerate}
A configuration already in the set has one coefficient equal to 1 and the others zero, so it cannot be chosen again.

\section{Why it stops, and how good the stop is}

Let $V_0$ be the initial $|\det A|$ and $V_{\max}$ the largest one available in the finite pool. By \eqref{swap}, each swap multiplies the volume by more than $\tau$. After $K\geq1$ swaps,
\begin{equation}
\tau^KV_0<V_{\max},\qquad K<\frac{\ln(V_{\max}/V_0)}{\ln\tau}.
\end{equation}
At $\tau=1$ this argument gives no such bound, and rounding could prompt swaps without real gain.

At the stop all $|C_{ij}|\leq\tau$. Any other set $S$ of $m$ pool rows has the feature matrix $C_SA$. Equation \eqref{distance}, applied to $C_S$, bounds $|\det C_S|$ by the product of its row lengths, because a distance from a span cannot exceed the length of the row. Each length is at most $\sqrt m\,\tau$, and therefore
\begin{equation}
V_{\max}\leq(\sqrt m\,\tau)^m|\det A|. \label{quality}
\end{equation}
This is a guarantee, not an estimate, and the stop need not be the global maximum.

Many-atom features show both sides. I took 300 model clusters of four atoms, made from a tetrahedron of edge 0.283 nm by random displacements of standard deviation 0.03 nm per coordinate. The nine features were the atom count, four pair sums, a squared density and three angular contractions, with a cutoff of 0.5 nm. For 20 candidates, all nine replacements were tested by recomputing determinants, and the signed ratios agreed with $c_j$ to within rounding. With $\tau=1.001$, starting from the first nine clusters, eight swaps raised $\ln|\det A|$ by 18.67. With each feature divided by its largest magnitude in the pool, the greedy start needed no swap and had the same final volume. Unlike the grades, the greedy start depends on such scaling, because it compares lengths. With unscaled features it needed one swap and ended at a volume about 5\% larger, compared on a common scale, so the first stop was not the global maximum.

In 200 smaller pools of 14 clusters, with four of these features, exhaustive search showed that MaxVol from a greedy start found the global maximum in 189. The smallest ratio of found to maximal volume was 0.79 (with unscaled features the figures are 192 and 0.88), whereas \eqref{quality} guarantees only $1/(2\times1.001)^4\approx0.06$.

\section{HCl: the swaps and their limit}

For HCl, also with $\tau=1.001$, the initial $\ln|\det A|$ is $-41.7266$. The first swap must add $\ln17131.91=9.7487$, giving $-31.9779$, which is the recomputed value. The full sequence is:
\begin{center}
\begin{tabular}{cccc}
out (nm)&in (nm)&$c_j$&$\ln|\det A|$ after\\
0.132&0.200&17131.91&$-31.978$\\
0.128&0.100&1073.74&$-24.999$\\
0.136&0.178&$-30.052$&$-21.596$\\
0.124&0.106&$-6.717$&$-19.691$\\
0.140&0.146&1.081&$-19.614$\\
0.120&0.122&1.006&$-19.608$\\
0.146&0.148&1.001&$-19.607$\\
0.178&0.180&1.001&$-19.606$
\end{tabular}
\end{center}
The first four swaps do nearly all the work. The last four enlarge the volume by a factor $e^{0.086}\approx1.09$. A threshold of 1.1 would have stopped after the fourth, since the next grade was 1.081.

The final lengths are 0.100, 0.106, 0.122, 0.148, 0.180 and 0.200 nm. For powers of $t$, $|\det A|$ is the product of all distances $|t_i-t_j|$. Moving an outermost point outward increases all its distances, so an optimal set contains both ends of the range. A search over the four inner points found no larger volume than the MaxVol set.

The continuum limit explains the crowding towards the ends. Map the range of $t$ linearly to $-1\leq z\leq1$ and let $\omega(z)=\prod_j(z-z_j)$. At an inner optimal point the derivative of the logarithmic volume vanishes. Writing $\omega=(z-z_i)g$ gives $\omega'(z_i)=g(z_i)$ and $\omega''(z_i)=2g'(z_i)$, so
\begin{equation}
0=\sum_{j\neq i}\frac{1}{z_i-z_j}=\frac{g'(z_i)}{g(z_i)}=\frac{\omega''(z_i)}{2\omega'(z_i)}.
\end{equation}
Thus $\omega''$, of degree $m-2$, vanishes at all $m-2$ inner points. So does $\omega/(z^2-1)$, and comparison of leading coefficients gives
\begin{equation}
(z^2-1)\omega''=m(m-1)\omega. \label{ode}
\end{equation}
Legendre's equation reads $[(z^2-1)P_n']'=n(n+1)P_n$. Differentiating it once shows that $(z^2-1)P_n'$ satisfies \eqref{ode} for $n=m-1$. It is the sole polynomial solution of degree $m$ up to a factor: for $\omega=\sum_ku_kz^k$, \eqref{ode} requires
\begin{equation}
[k(k-1)-m(m-1)]u_k=(k+2)(k+1)u_{k+2},
\end{equation}
and the bracket is nonzero for $0\leq k<m$, so $u_m$ fixes all lower coefficients. The inner points are therefore the zeros of $P_5'$ when $m=6$. Converted to bond lengths, the optimum is 0.1000, 0.1062, 0.1218, 0.1473, 0.1790 and 0.2000 nm. Every selected length lies within one pool spacing, 0.002 nm, of its counterpart.

\section{What the grade says about energy errors}

Choose any comparison parameters $\theta^*$ and define the residual $\delta(x)=E(x)-b(x)\theta^*$, with active values $\delta_j$. The interpolating potential has the error
\begin{align}
b\theta-E&=\sum_jc_jE_j-E\nonumber\\
&=\sum_jc_j(a_j\theta^*+\delta_j)-(b\theta^*+\delta)\nonumber\\
&=\sum_jc_j\delta_j-\delta, \label{error}
\end{align}
since $\sum_jc_ja_j=b$. Its magnitude is at most $(1+m\gamma)\max|\delta|$. A small grade thus limits the amplification of model error, but it cannot make a poor set of features accurate. If further energies are added and $\theta$ is found by least squares, \eqref{error} no longer applies in this form.

To judge the selection, RHF/cc-pVDZ energies were computed for the whole HCl pool. The initial set has a largest error of 14.3 meV and the final set one of 0.53 meV, with the same features. The least-squares fit to the pool has a largest residual of 0.48 meV; taking this fit as $\theta^*$, with final grade 1, gives a bound of seven times the unrounded residual, 3.3 meV.

The 14.3 meV is small for a grade of 17132. With the same residuals, the bound for the initial set would be about 49 eV, far above the actual error. The bound ignores the signs of the terms in \eqref{error}, which can largely cancel for a smooth, tightly converged curve. Independent errors in the energies need not cancel. Active errors of 1 meV can move some pool prediction by 50.7 eV with the initial set, but by no more than 1.8 meV with the final one. The grade measures this leverage, not the actual error. There is also a local price: at 0.130 nm the initial set has an error below 0.01 meV, the final set one of $-0.34$ meV.

The fit is far closer to its reference than the reference is to a real molecule. Relative to 0.130 nm, frozen-core CCSD correlation in the same basis lowers the energy at 0.200 nm by 0.55 eV, about a thousand times the largest fit error. At 0.100 nm, changing the RHF basis to cc-pVTZ lowers it by 0.24 eV. These figures size the omissions only roughly. Still relative to 0.130 nm, the correlation shift at 0.200 nm becomes 0.49 eV in cc-pVTZ, and perturbative triple excitations, which CCSD leaves out, lower the energy there by a further 0.07 to 0.09 eV. At 0.100 nm, going on from cc-pVTZ to cc-pVQZ lowers the RHF energy by another 0.03 eV.

Chloride precursors are used at several hundred kelvin, roughly. At 600 K, $k_BT=0.052$ eV, while the ends of the pool lie 2.4 and 3.2 eV above its minimum. Such a wide pool covers strongly compressed and stretched bonds, though not dissociation. RHF describes dissociation wrongly, and the trouble begins inside the pool: at 0.180 nm a spin-unrestricted solution already lies about 0.06 eV lower. The fits therefore reproduce the RHF curve, not the true energy of a stretched bond. For thermal vibration alone, so wide a pool spends accuracy where the molecule rarely goes. The fitted minimum, 0.128 nm, is near the real bond length of roughly 0.13 nm. The harmonic zero-point energy on this RHF curve is 0.195 eV (CCSD(T)/cc-pVTZ gives about 0.186 eV), between three and four times $k_BT$, so classical motion on this potential would misrepresent the vibration. Surfaces and neighbouring molecules are absent, and their effect has not been sized; configurations containing them would have to enter the pool, with features able to distinguish them. The numerical output below gives the selections, the fit errors and the main energy shifts.

\section*{Numbers as computed}
\begin{verbatim}
FOUR-ATOM MODEL CLUSTERS
pool size 300, features 9, threshold 1.001
largest grade, first rows: 96.544
swaps from first rows: 8, gain in ln|det|: 18.6715
swaps from greedy start: 0
final ln|det|: first-row start -15.4146, greedy start -15.4146
small pools: 200, 14 rows and 4 features each
global maximum found in 189 pools
smallest found/global determinant ratio: 0.7867
polynomial nodes: largest deviation 0.00023, grid step 0.00100
HCl SELECTION
pool 51 lengths, 0.100 to 0.200 nm; r0 0.130 nm; features 6
initial lengths (nm): 0.120 0.124 0.128 0.132 0.136 0.140
coefficients at 0.200 nm: -904.19 5606.73 -13872.74 17131.91 -10566.46 2605.76
initial ln|det|: -41.7266
swap 1: out 0.132 nm, in 0.200 nm, c 17131.9096, ln|det| -31.9779
swap 2: out 0.128 nm, in 0.100 nm, c 1073.7418, ln|det| -24.9990
swap 3: out 0.136 nm, in 0.178 nm, c -30.0520, ln|det| -21.5961
swap 4: out 0.124 nm, in 0.106 nm, c -6.7174, ln|det| -19.6914
swap 5: out 0.140 nm, in 0.146 nm, c 1.0807, ln|det| -19.6138
swap 6: out 0.120 nm, in 0.122 nm, c 1.0058, ln|det| -19.6080
swap 7: out 0.146 nm, in 0.148 nm, c 1.0011, ln|det| -19.6070
swap 8: out 0.178 nm, in 0.180 nm, c 1.0012, ln|det| -19.6058
total swaps: 8
final lengths (nm): 0.100 0.106 0.122 0.148 0.180 0.200
continuum optimum (nm): 0.1000 0.1062 0.1218 0.1473 0.1790 0.2000
largest final grade: 1.00000
final/global determinant: 1.00000
HCl FITS TO RHF/cc-pVDZ
r 0.100 nm: E 2.3652 eV, initial grade 6311.756, errors -0.00118 / 0.00000 eV
r 0.130 nm: E 0.0087 eV, initial grade 0.632, errors -0.00000 / -0.00034 eV
r 0.160 nm: E 1.1008 eV, initial grade 687.927, errors 0.00014 / 0.00049 eV
r 0.200 nm: E 3.2410 eV, initial grade 17131.910, errors 0.01427 / -0.00000 eV
largest error, initial set: 0.01427 eV
largest error, final set: 0.00053 eV
largest least-squares residual: 0.00048 eV
error bound for final set: 0.00333 eV
response to 0.001 eV active errors: initial 50.68780 eV, final 0.00180 eV
OMITTED EFFECTS, RELATIVE TO r = 0.130 nm
r 0.100 nm: CCSD correlation 0.1068 eV, cc-pVTZ basis -0.2385 eV
r 0.200 nm: CCSD correlation -0.5480 eV, cc-pVTZ basis 0.0387 eV
fitted minimum: 0.12774 nm
harmonic zero-point energy: 0.1952 eV
thermal energy at 600 K: 0.0517 eV
\end{verbatim}
